# The Müller functional: convexity and a lower bound for two-electron energies, part 2

The Müller functional gives an approximate energy of \(N\) electrons from the one-body density matrix \(\gamma\). Hartree atomic units are used (energies in Eh); \(x=(\mathbf r,\sigma)\), and \(\int dx\) includes the spin sum. Admissible \(\gamma\) have \(0\le\gamma\le1\), \(\operatorname{Tr}\gamma=N\) and finite kinetic energy. Their eigenfunctions are \(\varphi_i\), with occupations \(n_i\), and \(\rho(\mathbf r)=\sum_\sigma\gamma(x,x)\). With a one-body operator \(h\) bounded below,

\[ (g,f)=\iint \frac{g^*(\mathbf r')\,f(\mathbf r)}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad \|f\|_C^2=(f,f), \]
\[ E^M(\gamma)=\operatorname{Tr}h\gamma+W^M(\gamma),\qquad W^M=D-X, \]
\[ D=\tfrac12(\rho,\rho),\qquad X=\frac12\iint\frac{|\gamma^{1/2}(x,x')|^2}{|\mathbf r-\mathbf r'|}\,dx\,dx'. \tag{1} \]

Hartree–Fock has \(\gamma\) in place of \(\gamma^{1/2}\) in \(X\).

**Theorem A.** \(W^M\) and \(E^M\) are convex on the admissible set, for any \(N\). The convexity is not strict, but all minimizers have the same density \(\rho\).

**Theorem B.** For every normalized antisymmetric two-electron function \(\Psi(x,x')\) of finite kinetic energy, complex and of any spin, \(W^M(\gamma_\Psi)\le\langle\Psi|r_{12}^{-1}|\Psi\rangle\). Hence \(\inf E^M\le E_0\) for \(N=2\), where \(E_0\) is the ground-state energy of \(h_1+h_2+r_{12}^{-1}\).

Theorem A is proved except for the lack of strictness; Theorem B is still to be proved. The tools are the multiplication operator \(B=B_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}\), \(B_{ij}=\langle\varphi_i|B|\varphi_j\rangle\), \(\hat f(\mathbf k)=\int f\,e^{i\mathbf k\cdot\mathbf r}d^3r\), \(\tilde u(\mathbf k)=\iint u\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}\), and

\[ \iint\frac{u(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}=\int\frac{d^3k}{2\pi^2k^2}\,\tilde u(\mathbf k), \tag{2} \]
\[ \|f\|_C^2=\int\frac{d^3k}{2\pi^2k^2}|\hat f(\mathbf k)|^2\ge0,\qquad (g,f)=\int\frac{d^3k}{2\pi^2k^2}\,\hat g^*\hat f, \tag{3} \]
\[ X(\gamma)=\int\frac{d^3k}{4\pi^2k^2}\,T(\gamma,B_{\mathbf k}),\qquad T(\gamma,B)=\sum_{ij}\sqrt{n_in_j}\,|B_{ij}|^2. \tag{5} \]

Equation (2) requires \(u\) and \(|u|/|\mathbf r-\mathbf r'|\) to be integrable, and either \(\tilde u\ge0\) or \(|\tilde u|/k^2\) integrable. An interaction with non-negative Fourier transform is of positive type. Numerical checks use H\(_2\) in cc-pVDZ and He in cc-pVTZ; full configuration interaction (FCI) is exact within a basis.

**Convexity is not strict.** Let \(P\) be the projector on two orthonormal real spatial orbitals, \(h\) spin-free, and

\[ \gamma_t=tP\otimes|\alpha\rangle\langle\alpha|+(1-t)P\otimes|\beta\rangle\langle\beta|,\qquad N=2 . \]

The density and the one-body energy do not depend on \(t\). Consider the power functionals, in which \(\gamma^{1/2}\) in (1) is replaced by \(\gamma^a\). Since \(P^a=P\), \(\gamma_t^a=t^aP\otimes|\alpha\rangle\langle\alpha|+(1-t)^aP\otimes|\beta\rangle\langle\beta|\), and

\[ X_a(\gamma_t)=\tfrac12\big[t^{2a}+(1-t)^{2a}\big]S,\qquad S=\iint\frac{|P(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}=J_{11}+J_{22}+2K_{12}, \]

with \(J_{ij}=(\phi_i^2,\phi_j^2)\) and \(K_{ij}=\|\phi_i\phi_j\|_C^2\). For \(a=\tfrac12\) the bracket is 1 and \(E^M\) is constant along the whole segment. For general \(a\), \(X_a=\tfrac12S\) at both ends and \(2^{-2a}S\) at the midpoint, so the energy at the midpoint exceeds the mean of the end values by

\[ \Delta_a=\tfrac12S-2^{-2a}S=\tfrac12S\,(1-2^{1-2a}). \tag{11} \]

Convexity requires \(\Delta_a\le0\), and (11) is positive for every \(a>\tfrac12\). No power functional with exponent above \(\tfrac12\) is convex, Hartree–Fock (\(a=1\)) included, and the Müller exponent is the border. With the two lowest eigenfunctions of \(h\) for H\(_2\) at 1.4 bohr, \(S=1.473193\) Eh. Then \(\Delta_1=S/4=0.368298\) Eh, \(\Delta_{0.55}=\tfrac12(1.473193)(1-2^{-0.1})=0.049328\) Eh and \(\Delta_{1/2}=0\), and the program's direct evaluation of the three functionals agrees with (11).

## 6. Two electrons: the Schmidt form

A normalized \(\Psi(x,x')\) is the kernel of a Hilbert–Schmidt operator and has a singular-value decomposition, the Schmidt form

\[ \Psi(x,x')=\sum_is_i\,a_i(x)\,b_i(x'),\qquad s_1\ge s_2\ge\dots>0,\qquad\sum_is_i^2=1, \tag{12} \]

with \(\{a_i\}\) and \(\{b_i\}\) each orthonormal. The density matrix is \(\gamma(x,x')=2\int\Psi(x,y)\Psi^*(x',y)\,dy\). Orthonormality of the \(b_i\) gives \(\gamma=2\sum s_i^2|a_i\rangle\langle a_i|\). Antisymmetry turns the integrand into \(\Psi(y,x)\Psi^*(y,x')\), the two minus signs cancelling, and orthonormality of the \(a_i\) then gives \(\gamma=2\sum s_i^2|b_i\rangle\langle b_i|\). The positive square root is unique, so

\[ \gamma^{1/2}=\sqrt2\sum_is_i|a_i\rangle\langle a_i|=\sqrt2\sum_is_i|b_i\rangle\langle b_i| . \tag{13} \]

The singular values of \(\Psi\) are proportional to the square roots of the occupations: \(n_i=2s_i^2\), so \(s_i=\sqrt{n_i/2}\). This is why the exponent \(\tfrac12\) is special for two electrons: the wave function itself is linear in \(\sqrt{n_i}\).

**Admissibility.** The trace is \(2\sum s_i^2=2\). For the upper bound, consider \(I=\iint a_1^*(x)a_1^*(x')\Psi(x,x')\). Exchanging the names of \(x\) and \(x'\) and using antisymmetry gives \(I=-I\), so \(I=0\). From (12), \(I=s_1\langle a_1|b_1\rangle\). Thus \(a_1\) and \(b_1\) are orthogonal eigenvectors of \(\gamma\) with the same eigenvalue \(2s_1^2\), and the trace gives \(2\cdot2s_1^2\le2\), that is \(n_1\le1\). Finally \(\langle\Psi|h_1+h_2|\Psi\rangle=\operatorname{Tr}h\gamma\), because both one-particle marginals of \(\Psi\) equal \(\gamma/2\); in particular \(\gamma\) has finite kinetic energy.

## 7. The exact gap between \(\langle V\rangle\) and \(W^M\)

Define the spin-summed transition densities

\[ f_{ij}(\mathbf r)=\sum_\sigma a_i^*(x)a_j(x),\qquad g_{ij}(\mathbf r)=\sum_\sigma b_j^*(x)b_i(x). \]

The index order is reversed in \(g_{ij}\). Their transforms are \(\hat f_{ij}=\langle a_i|B|a_j\rangle\) and \(\hat g_{ij}=\langle b_j|B|b_i\rangle\).

**Exchange term.** Insert \(\sqrt{n_in_j}=2s_is_j\) in (5), once with the \(a_i\) and once with the \(b_i\) as eigenvectors, as (13) allows, and use (3):

\[ X=\sum_{ij}s_is_j\|f_{ij}\|_C^2=\sum_{ij}s_is_j\|g_{ij}\|_C^2 . \tag{14} \]

The factor is \(2s_is_j/4\pi^2k^2=s_is_j/2\pi^2k^2\). All terms are non-negative and the sums converge because \(X\) is finite.

**Exact interaction.** Let \(V=1/r_{12}\). The operator \(e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}=B\otimes B^\dagger\) is bounded, so (12) may be inserted term by term:

\[ \iint|\Psi|^2e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}=\sum_{ij}s_is_j\langle a_i|B|a_j\rangle\langle b_i|B^\dagger|b_j\rangle=\sum_{ij}s_is_j\,\hat f_{ij}\,\hat g_{ij}^* , \]

since \(\langle b_i|B^\dagger|b_j\rangle=\langle b_j|B|b_i\rangle^*\). The bound \(|\hat f\hat g|\le\tfrac12(|\hat f|^2+|\hat g|^2)\) and (14) show that the sum of absolute values, integrated with \(1/2\pi^2k^2\), is at most \(X\). So (2) applies, the sum and the integral commute, and

\[ \langle V\rangle=\sum_{ij}s_is_j\,(g_{ij},f_{ij})=\sum_{ij}s_is_j\operatorname{Re}(g_{ij},f_{ij}), \tag{15} \]

the last form because \(\langle V\rangle\) is real.

**Completing the square.** From \(\|f+g\|_C^2=\|f\|_C^2+\|g\|_C^2+2\operatorname{Re}(g,f)\), multiplied by \(s_is_j\) and summed, (14) and (15) give \(X+X+2\langle V\rangle\), so

\[ \langle V\rangle+X=\tfrac12\sum_{ij}s_is_j\|f_{ij}+g_{ij}\|_C^2 . \tag{16} \]

**Hartree term.** Let \(p_i=s_i^2\), which sum to 1, and \(F_i=f_{ii}+g_{ii}=\sum_\sigma(|a_i|^2+|b_i|^2)\), a real density holding two electrons. The two forms of \(\gamma\) give \(\rho=2\sum p_if_{ii}=2\sum p_ig_{ii}\), and their mean is \(\rho=\sum_ip_iF_i\). Hence \(D=\tfrac12\|\sum_ip_iF_i\|_C^2\). Separate the diagonal of (16) and subtract \(D\):

\[ \langle V\rangle-W^M=\tfrac12\sum_{i\ne j}s_is_j\|f_{ij}+g_{ij}\|_C^2+\tfrac12\Big[\sum_ip_i\|F_i\|_C^2-\Big\|\sum_ip_iF_i\Big\|_C^2\Big]. \]

The bracket is a variance. Expanding, with \(\sum p_j=1\),

\[ \sum_{ij}p_ip_j\|F_i-F_j\|_C^2=2\sum_ip_i\|F_i\|_C^2-2\sum_{ij}p_ip_j(F_i,F_j)=2\,[\ \cdots\ ], \]

where \([\cdots]\) is that bracket. Half the bracket is therefore a quarter of the double sum, and

\[ \langle V\rangle-W^M(\gamma_\Psi)=\tfrac12\sum_{i\ne j}s_is_j\|f_{ij}+g_{ij}\|_C^2+\tfrac14\sum_{ij}s_i^2s_j^2\|F_i-F_j\|_C^2\;\ge0 . \tag{17} \]

Each term is non-negative by (3). This proves the first part of Theorem B. No property of \(\Psi\) beyond normalization, finite kinetic energy and equality of the two marginals entered (17); \(\Psi\) need not be an eigenstate.

**The energy bound.** The one-body energies agree and \(\gamma_\Psi\) is admissible, so for every \(\Psi\)

\[ \inf_\gamma E^M(\gamma)\le E^M(\gamma_\Psi)=\operatorname{Tr}h\gamma_\Psi+W^M(\gamma_\Psi)\le\langle\Psi|h_1+h_2+V|\Psi\rangle . \tag{18} \]

The infimum over \(\Psi\) on the right gives \(\inf E^M\le E_0\). There are two separate inequalities in (18): the gap (17) at the exact density matrix, and the relaxation of \(\gamma\) away from it.

**Ensembles.** For a mixed state with weights \(w_k\) on functions \(\Psi_k\), \(\gamma=\sum w_k\gamma_k\). Theorem A and then (17) give \(W^M(\gamma)\le\sum w_kW^M(\gamma_k)\le\sum w_k\langle V\rangle_k\). Minimizing over all ensembles that yield a given \(\gamma\) shows that \(W^M\) lies at or below the exact ensemble (Valone) interaction functional at each such \(\gamma\), for \(N=2\).

**Determinants.** For \(\Psi=[u(x)v(x')-v(x)u(x')]/\sqrt2\), take \(s_1=s_2=1/\sqrt2\), \(a_1=u\), \(b_1=v\), \(a_2=v\), \(b_2=-u\). Then \(F_1=F_2=\sum_\sigma(|u|^2+|v|^2)\), and \(f_{12}+g_{12}=\sum_\sigma(u^*v+b_2^*b_1)=\sum_\sigma(u^*v-u^*v)=0\), likewise for \(f_{21}+g_{21}\). The gap vanishes, as it must, since \(W^M\) is the Hartree–Fock expression there.

For 60 random complex antisymmetric functions on the 20 spin orbitals of H\(_2\) at 1.4 bohr, ranging from nearly determinantal to strongly mixed, the program computes the left side of (17) from the definitions and the right side from a numerical Schmidt decomposition. They agree to \(3.6\times10^{-15}\) Eh, and the smallest gap is \(2.04\times10^{-3}\) Eh. For two-member ensembles the smallest gap is \(2.91\times10^{-2}\) Eh, and for random determinants the gap is zero to \(3.3\times10^{-15}\) Eh.

## 8. The real singlet

For a real spin-free Hamiltonian the singlet has \(\Psi=\psi(\mathbf r,\mathbf r')\,(\alpha\beta-\beta\alpha)/\sqrt2\) with \(\psi\) real and symmetric. A real symmetric kernel has a real eigenbasis:

\[ \psi=\sum_ic_i\,\phi_i(\mathbf r)\phi_i(\mathbf r'),\qquad\sum_ic_i^2=1,\qquad c_i=\epsilon_i|c_i|,\ \ \epsilon_i=\pm1 . \]

The occupation per spin is \(c_i^2\). The Schmidt pairs carry a spin label: \(s_{i\alpha}=s_{i\beta}=|c_i|/\sqrt2\), with \(a_{i\alpha}=\phi_i\alpha\), \(b_{i\alpha}=\epsilon_i\phi_i\beta\), \(a_{i\beta}=\phi_i\beta\), \(b_{i\beta}=-\epsilon_i\phi_i\alpha\). Spin orthogonality leaves only equal labels, and the minus sign enters squared:

\[ f_{i\sigma,j\tau}+g_{i\sigma,j\tau}=\delta_{\sigma\tau}(1+\epsilon_i\epsilon_j)\,\phi_i\phi_j,\qquad F_{i\sigma}=2\phi_i^2 . \]

In the first sum of (17) the factors are \(\tfrac12\), 2 from the spin labels, \(|c_ic_j|/2\), and \((1+\epsilon_i\epsilon_j)^2\), which is 4 for equal signs and 0 for opposite signs; their product for equal signs is \(2|c_ic_j|\). In the second sum they are \(\tfrac14\), 4 from the spin labels, \(c_i^2c_j^2/4\), and 4 from \(F=2\phi^2\); their product is \(c_i^2c_j^2\). With \(\|\phi_i^2-\phi_j^2\|_C^2=J_{ii}+J_{jj}-2J_{ij}\),

\[ \langle V\rangle-W^M=2\!\!\sum_{\substack{i\ne j\\ \epsilon_i=\epsilon_j}}\!\!|c_ic_j|K_{ij}+\sum_{ij}c_i^2c_j^2\,(J_{ii}+J_{jj}-2J_{ij}). \tag{19} \]

The same result follows from the three direct expressions \(\langle V\rangle=\sum c_ic_jK_{ij}\), \(X=\sum|c_ic_j|K_{ij}\) and \(D=2\sum c_i^2c_j^2J_{ij}\), with \(K_{ii}=J_{ii}\).

Equation (19) says how the functional errs. The exact interaction couples amplitudes \(i\ne j\) with \(+c_ic_jK_{ij}\), which lowers the energy for opposite signs and raises it for equal signs. The Müller functional assigns \(-|c_ic_j|K_{ij}\) to every pair, as if all amplitudes had mutually opposite signs, which is impossible for more than two. The same-sign term is the cost of this. The variance term arises because the exact diagonal \(\sum c_i^2J_{ii}\) puts both electrons in the same orbital, whereas \(D-\sum c_i^2J_{ii}\) mixes in the \(J_{ij}\).

**When the gap vanishes.** The variance term requires \(\phi_i^2=\phi_j^2\) for all occupied orbitals. Then \(\phi_i\phi_j\not\equiv0\) and \(K_{ij}>0\), so the first term forbids two equal signs. At most two amplitudes are nonzero. One amplitude is a determinant. For two, \(A=(\phi_1+\phi_2)/\sqrt2\) and \(B=(\phi_1-\phi_2)/\sqrt2\) satisfy \(AB=\tfrac12(\phi_1^2-\phi_2^2)=0\): the orbitals are even and odd combinations of two functions that do not overlap anywhere. Conversely, (19) then vanishes for any two amplitudes of opposite sign, since \(J_{11}=J_{22}=J_{12}\). In terms of \(A\) and \(B\), \(\psi=\tfrac12(c_1+c_2)(AA+BB)+\tfrac12(c_1-c_2)(AB+BA)\). The case \(c_2=-c_1\), in which the ionic part \(AA+BB\) is absent, is the limit of a dissociated two-electron bond.

**Degenerate amplitudes.** Mixing orbitals with equal \(c_i\) leaves \(\psi\), and so the total (19), unchanged. The variance term equals \(2\sum c_i^2J_{ii}-D\), so the split between the two terms changes only if \(\sum J_{ii}\) over the shell changes. A mixture of \(\pi_x\) and \(\pi_y\) is a rotated copy of \(\pi_x\), with the same \(J_{ii}\), so the split is well defined for H\(_2\) in cc-pVDZ. The same holds for the \(p\) shells of He. A general real mixture of five \(d\) orbitals is not a rotated copy of one of them, but its \(J_{ii}\) is still fixed. Such an orbital is a common radial factor times \(\mathbf r^{T}Q\,\mathbf r\) with \(Q\) real, symmetric and traceless, and \(J_{ii}\) is a rotation-invariant polynomial of degree four in \(Q\), hence a symmetric polynomial in its eigenvalues. With zero trace these polynomials are generated by \(\operatorname{Tr}Q^2\) and \(\operatorname{Tr}Q^3\), so the only one of degree four is \((\operatorname{Tr}Q^2)^2\), and \(\operatorname{Tr}Q^2\) is fixed by normalization. The split is therefore also well defined for He in cc-pVTZ, although the program prints only the sum there.

**The signs.** Project the eigenvalue equation on \(\phi_i(\mathbf r)\phi_i(\mathbf r')\). The one-body terms give \(2h_{ii}c_i\) and the interaction gives \(\sum_jc_jK_{ij}\), so with \(E\) the electronic energy

\[ c_i\,(2h_{ii}+J_{ii}-E)=-\sum_{j\ne i}c_jK_{ij}. \tag{20} \]

The bracket is the energy of the configuration \(\phi_i\phi_i\) minus the ground-state energy, which is positive unless that configuration is itself a ground state. So \(c_i\) has the sign opposite to \(\sum_{j\ne i}c_jK_{ij}\). When one positive amplitude \(c_1\) dominates these sums, all the others are negative. When two large amplitudes of opposite sign compete, either sign can occur.

## 9. Conditions under which the results fail or do not apply

**The interaction must be of positive type; repulsion is not enough.** Every step used the interaction only through a non-negative Fourier weight, so convexity and Theorem B hold for any interaction of positive type for which the terms are finite. The uniqueness of the density needs in addition a weight that is positive almost everywhere, so that the norm in (3) vanishes only for \(f=0\). For a counterexample without this property take two sites with orthonormal orbitals 1 and 2, on-site repulsion \(U\), inter-site repulsion \(V_{12}\), and no other integrals. The interaction matrix has eigenvalues \(U\pm V_{12}\) and is of positive type only for \(U\ge|V_{12}|\). The singlet with \(\psi=(11+22)/\sqrt2\) has both electrons on the same site, so \(\langle V\rangle=U\). Its \(\gamma\) is \(\tfrac12\) times the identity, the site densities are \((1,1)\), and \(D=\tfrac12(2U+2V_{12})=U+V_{12}\). The square root has four diagonal entries \(1/\sqrt2\), so \(X=\tfrac12\cdot4\cdot\tfrac12U=U\). Then \(W^M=V_{12}\) and the gap is \(U-V_{12}\). In (19) it is the variance term, \(2\cdot\tfrac14(2U-2V_{12})\), since \(K_{12}=0\). The program finds \(+1\) Eh for \(U=2\), \(V_{12}=1\) Eh and \(-1\) Eh for \(U=1\), \(V_{12}=2\) Eh. Convexity fails with it: the same \(\gamma\) is the midpoint of the two determinants with one site doubly occupied, each of which has \(W^M=2U-U=U\), and the midpoint value \(V_{12}\) exceeds \(U\) in the second case.

**The bound compares like with like.** If all orbitals are confined to a finite basis, the Schmidt functions lie in that basis and the proofs go through unchanged: the Müller minimum in a basis lies at or below the FCI energy in the same basis. The finite-basis Müller minimum is, however, at or above the complete-basis Müller infimum, so it is an upper bound to a lower bound and has no fixed relation to the exact \(E_0\). With a single spatial function the only admissible \(\gamma\) is a determinant, and \(E^M\) is a determinant energy, which is at or above \(E_0\).

**Electron number.** For \(N=1\), a pure state has \(\gamma=|a\rangle\langle a|\) and \(D=X\), so \(W^M=0=\langle V\rangle\) and \(\inf E^M\le E_0\) follows as in (18). For \(N\ge3\) the Schmidt form splits \(\Psi\) into one-electron functions \(a_i\) and \((N-1)\)-electron functions \(b_i\). The second equality in (13) has no counterpart, and \(\langle V\rangle\) cannot be written with transition densities of natural orbitals alone, so (16) is lost. Theorem A is unaffected. The argument here gives no information on whether Theorem B extends.

For two electrons the gap (17) is non-negative, so the Müller infimum lies at or below the exact ground-state energy; the convexity is not strict, and the results rest on an interaction of positive type. What remains is a computable certificate for the minimum and the worked example of He and H\(_2\).
